# Oscillator-Strength Sums in Time-Dependent DFT and the Tamm–Dancoff Approximation, part 1

(Sections cited here and not found follow in the second part.)

A time-dependent density-functional calculation of the beryllium atom in the Tamm–Dancoff approximation gives dipole oscillator strengths that add up to 4.90, although the atom has four electrons and the exact strengths add up to four. Removing the exchange-correlation part of the kernel raises the sum to 5.57, and evaluating the states of the complete kernel in the velocity form lowers it to 3.43. With no theorem about the sum, none of these numbers can be diagnosed: the excess might come from the basis, from the functional, from a wrong factor in the code or from the approximation itself, and the polarizability, which is built from the same strengths, inherits the doubt. The full linear-response equations settle the question. In them the sum is fixed by the Kohn–Sham orbitals and their energies, whatever the kernel, provided it responds only to the density at the same instant, and the Tamm–Dancoff excess is one definite integral over the kernel.

Hartree atomic units are used throughout. The system has a closed-shell Kohn–Sham ground state with $N$ electrons in $N/2$ doubly occupied real orbitals $\varphi_i$, eigenfunctions of $h$ with energies $\varepsilon_i$. Indices $i,j,k$ label occupied orbitals, $a,b$ virtual ones, and $p$ either. Every gap $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ is assumed positive. A pair $(ia)$ is treated as one index, so that $\Delta$ is a diagonal matrix and the dipole integrals $d_{ia}=\langle\varphi_i|z|\varphi_a\rangle$ form a real vector $d$. An electron has charge $-1$, so a field $E(t)$ along $z$ adds $+E(t)\,z$ to its potential energy. This perturbation acts equally on both spins, the magnetization stays zero, and the change in the Kohn–Sham potential is

$$\delta v(\mathbf r,t)=E(t)\,z+\int f(\mathbf r,\mathbf r')\,\delta n(\mathbf r',t)\,d^3r',\qquad f=\frac{1}{|\mathbf r-\mathbf r'|}+f_{xc}(\mathbf r,\mathbf r'). \tag{1}$$

Here $n$ is the total density and $f_{xc}=\delta^2E_{xc}/\delta n\,\delta n'$ at zero magnetization, which equals $(f_{\uparrow\uparrow}+f_{\uparrow\downarrow})/2$. Equation (1) states what "local kernel" has to mean. The induced potential is multiplicative, it depends on the density and on nothing else, it does so at the same instant, and $f$ is real and symmetric. The kernel need not be local in space: the Hartree part never is.

Each occupied orbital evolves by $i\partial_t\psi_i=(h+\delta v)\psi_i$ and is written as $\psi_i=e^{-i\varepsilon_it}\big[\varphi_i+\sum_p c_{pi}(t)\varphi_p\big]$. Inserting this, keeping first-order terms and projecting on $\varphi_p$ gives

$$i\dot c_{pi}=(\varepsilon_p-\varepsilon_i)\,c_{pi}+\langle\varphi_p|\delta v|\varphi_i\rangle . \tag{2}$$

The density $n=2\sum_i|\psi_i|^2$ changes by $\delta n=2\sum_{i,p}\varphi_i\varphi_p\,(c_{pi}+c_{pi}^*)$, because the orbitals are real. The terms with $p$ occupied drop out. Relabelling $i\leftrightarrow j$ in the conjugate term turns them into $2\sum_{ij}\varphi_i\varphi_j(c_{ji}+c_{ij}^*)$. By (2), and because $\langle j|\delta v|i\rangle$ is real and symmetric, $i\,\partial_t(c_{ji}+c^*_{ij})=(\varepsilon_j-\varepsilon_i)(c_{ji}+c^*_{ij})$; the combination is zero before the field is switched on and therefore stays zero. Only the occupied–virtual coefficients remain, and they are collected in a vector $c$ with elements $c_{ai}$. With the real symmetric coupling matrix

$$K_{ia,jb}=\iint\varphi_i(\mathbf r)\varphi_a(\mathbf r)\,f(\mathbf r,\mathbf r')\,\varphi_j(\mathbf r')\varphi_b(\mathbf r')\,d^3r\,d^3r' \tag{3}$$

the matrix element in (2) is $E(t)\,d+2K(c+c^*)$, the factor 2 coming from the double occupation in $\delta n$, and

$$i\dot c=\Delta c+2K(c+c^*)+E(t)\,d,\qquad \mu(t)=-\int z\,\delta n\,d^3r=-2\,d^T(c+c^*). \tag{4}$$

The kernel multiplies $c$ and $c^*$ with the same matrix, since it sees only the density, and for real orbitals the density depends only on $c+c^*$. Everything below rests on this.

For $E(t)=E\cos\omega t$ the steady solution has the form $c=-\tfrac E2\,(x\,e^{-i\omega t}+y\,e^{i\omega t})$ with real $x,y$. Then $c+c^*=-E\,(x+y)\cos\omega t$ and $i\dot c=-\tfrac E2(\omega x\,e^{-i\omega t}-\omega y\,e^{i\omega t})$. Dividing (4) by $E/2$ and collecting the coefficient of $e^{-i\omega t}$ gives $-\omega x=-\Delta x-2K(x+y)+d$; the coefficient of $e^{i\omega t}$ gives $+\omega y=-\Delta y-2K(x+y)+d$. In matrix form,

$$\begin{pmatrix}A-\omega&B\\ B&A+\omega\end{pmatrix}\begin{pmatrix}x\\ y\end{pmatrix}=\begin{pmatrix}d\\ d\end{pmatrix},\qquad A=\Delta+2K,\quad B=2K, \tag{5}$$

and $\mu=2E\cos\omega t\;d^T(x+y)$, so that the polarizability $\alpha=\alpha_{zz}$, defined by $\mu=\alpha E\cos\omega t$, is $\alpha(\omega)=2\,d^T(x+y)$. The two combinations that matter are $A-B=\Delta$, which is free of the kernel, and $A+B=\Delta+4K$. Adding and subtracting the two rows of (5), with $s=x+y$ and $t=x-y$,

$$(\Delta+4K)\,s-\omega\,t=2d,\qquad \Delta\,t-\omega\,s=0 . \tag{6}$$

Since $\Delta$ is positive it can be inverted, $t=\omega\Delta^{-1}s$, and the first equation becomes $(\Delta+4K-\omega^2\Delta^{-1})\,s=2d$. The matrix on the left factorizes as $\Delta^{-1/2}(\Omega-\omega^2)\Delta^{-1/2}$, as one checks by multiplying out, with the Casida matrix

$$\Omega=\Delta^{1/2}(\Delta+4K)\,\Delta^{1/2},\qquad \Omega_{ia,jb}=\delta_{ij}\delta_{ab}\Delta_{ia}^2+4\sqrt{\Delta_{ia}}\,K_{ia,jb}\sqrt{\Delta_{jb}} . \tag{7}$$

Inverting the three factors gives $s=2\Delta^{1/2}(\Omega-\omega^2)^{-1}\Delta^{1/2}d$ and

$$\alpha(\omega)=4\,d^T\Delta^{1/2}\,(\Omega-\omega^2)^{-1}\,\Delta^{1/2}d . \tag{8}$$

The matrix $\Omega$ is real and symmetric, so it has a complete orthonormal set of real eigenvectors, $\Omega F_I=\omega_I^2F_I$ with $\sum_IF_IF_I^T=1$. For any vector $v$, $v^T\Omega v=w^T(\Delta+4K)w$ with $w=\Delta^{1/2}v$, so all $\omega_I^2$ are positive exactly when $\Delta+4K$ is positive definite. This is the condition that the ground state is stable against real singlet orbital rotations, and it is assumed. Inserting $(\Omega-\omega^2)^{-1}=\sum_IF_IF_I^T/(\omega_I^2-\omega^2)$ into (8),

$$\alpha(\omega)=\sum_I\frac{4\,(d^T\Delta^{1/2}F_I)^2}{\omega_I^2-\omega^2}. \tag{9}$$

The exact polarizability has the same form. Applying the steps from (2) to (5) to the many-electron state itself, with exact eigenstates in place of orbitals, no kernel and no factor for double occupation, gives $\alpha=\sum_I\mu_I^2\,[(\omega_I-\omega)^{-1}+(\omega_I+\omega)^{-1}]=\sum_I2\omega_I\mu_I^2/(\omega_I^2-\omega^2)$, where $\mu_I=\langle\Psi_0|\sum_k z_k|\Psi_I\rangle$. The oscillator strength of the $z$ channel is defined as $f_I=2\omega_I\mu_I^2$. Two functions of this form agree only if their poles and residues agree, so, within the approximation (1), those $\omega_I$ of (7) that carry a nonzero residue are the excitation energies of the $z$ channel and

$$f_I=4\,\big(d^T\Delta^{1/2}F_I\big)^2 . \tag{10}$$

For a degenerate level the residue fixes only the sum of $f_I$ over the level. The isotropic strength, $\tfrac23\omega_I|\boldsymbol\mu_I|^2$, is the average of (10) over the three Cartesian channels, with prefactor $4/3$; every sum below holds for each channel and hence for the average.

Equation (10) contains no explicit $\omega_I$, and the reason shows when it is written with the excitation and de-excitation amplitudes. At a pole the homogeneous form of (6) has a solution: $(\Delta+4K)(X+Y)=\omega_I(X-Y)$ and $\Delta(X-Y)=\omega_I(X+Y)$. The vectors

$$X_I+Y_I=\omega_I^{-1/2}\Delta^{1/2}F_I,\qquad X_I-Y_I=\omega_I^{1/2}\Delta^{-1/2}F_I \tag{11}$$

solve both. The second holds since each side equals $\omega_I^{1/2}\Delta^{1/2}F_I$. For the first, $(\Delta+4K)\Delta^{1/2}=\Delta^{-1/2}\Omega$ makes the left side $\omega_I^{-1/2}\Delta^{-1/2}\omega_I^2F_I=\omega_I^{3/2}\Delta^{-1/2}F_I$, which is the right side. The scalar product of the two vectors in (11) is $X^TX-Y^TY=F^TF=1$, the usual normalization. Using $\Delta^{1/2}F_I=\omega_I^{1/2}(X_I+Y_I)$ in (10),

$$f_I=4\omega_I\,[d^T(X_I+Y_I)]^2,\qquad \mu_I=\sqrt2\,d^T(X_I+Y_I). \tag{12}$$

The $\sqrt2$ is the one a singlet configuration $(\Phi_{i\uparrow}^{a\uparrow}+\Phi_{i\downarrow}^{a\downarrow})/\sqrt2$ has, whose transition dipole is $2d_{ia}/\sqrt2$. The factor $\omega_I^{-1/2}$ in $X+Y$ cancels the energy prefactor of $f_I$. Treating $F_I$ as a configuration-interaction vector and writing $f_I=4\omega_I(d^TF_I)^2$ drops the weights $(\Delta_{ia}/\omega_I)^{1/2}$ and is in general wrong when $K\ne0$.

The sum over all states follows from completeness:

$$\sum_If_I=4\,d^T\Delta^{1/2}\Big(\sum_IF_IF_I^T\Big)\Delta^{1/2}d=4\,d^T\Delta\,d=4\sum_{ia}(\varepsilon_a-\varepsilon_i)\,d_{ia}^2 . \tag{13}$$

The kernel entered only through $\Omega$, and the only property of $\Omega$ used is that it is symmetric. The kernel rotates the basis $F_I$ on which the fixed vector $2\Delta^{1/2}d$ is resolved, and the squared length of a vector does not depend on the orthonormal basis. In general the individual $f_I$ depend on $K$, and so do partial sums over a window of energies; an exception is the sum over all states of a block of pairs that $K$ does not couple to the rest, such as the single transition of (22). The other moments depend on $K$ as well, for instance $\sum_If_I\omega_I^2=4d^T\Delta(\Delta+4K)\Delta d$ and $\sum_If_I/\omega_I^2=\alpha(0)=4d^T(\Delta+4K)^{-1}d$, obtained by placing $\Omega$ or $\Omega^{-1}$ between the vectors in (13). The independence holds for the zeroth moment, over the whole spectrum, at fixed orbitals.

The mechanical content is visible in (4). With $c=Q+iP$ and real $Q,P$, the imaginary and real parts of (4) read

$$\dot Q=\Delta P,\qquad \dot P=-(\Delta+4K)\,Q-E(t)\,d,\qquad \mu=-4\,d^TQ . \tag{14}$$

These are coupled oscillators with inverse mass matrix $\Delta=A-B$ and spring matrix $\Delta+4K=A+B$. The kernel changes the springs and leaves the masses alone. From (14), $\ddot\mu=4d^T\Delta d\,E(t)+4d^T\Delta(\Delta+4K)Q$. When a field is switched on suddenly, $Q$ is still zero, the density has not moved, the kernel has nothing to act on, and the dipole accelerates as $4d^T\Delta d\,E$. The same statement in the frequency domain comes from (9) at $\omega=iu$: $u^2\alpha(iu)=\sum_If_I\,u^2/(\omega_I^2+u^2)\to\sum_If_I$ as $u\to\infty$.

The value of (13) is the Thomas–Reiche–Kuhn number $N$ when the basis is complete and $h=-\tfrac12\nabla^2+v(\mathbf r)$ with a multiplicative $v$. Since $\nabla^2(z\psi)=z\nabla^2\psi+2\partial_z\psi$ and $v$ commutes with $z$, one has $[h,z]=-\partial_z$, and $[z,[h,z]]=-[z,\partial_z]=1$. Expanding the double commutator gives $2zhz-z^2h-hz^2$. Its expectation value in $\varphi_i$, with the complete set of eigenfunctions inserted, is

$$2\langle i|zhz|i\rangle-2\varepsilon_i\langle i|z^2|i\rangle=2\sum_p(\varepsilon_p-\varepsilon_i)\,z_{pi}^2=1 . \tag{15}$$

In the sum of (15) over the $N/2$ occupied orbitals, the term $(i,p=j)$ carries $(\varepsilon_j-\varepsilon_i)z_{ij}^2$ and cancels the term $(j,p=i)$. What remains is $2d^T\Delta d=N/2$, so $4d^T\Delta d=N$. The cancellation works between orbitals, so a single orbital contributes $4\sum_a\Delta_{ia}d_{ia}^2=2-4\sum_j(\varepsilon_j-\varepsilon_i)z_{ij}^2$, which is exactly 2 when it has no dipole matrix element to another occupied orbital of different energy and in general differs from 2 otherwise.

In a finite basis (13) still holds exactly, but its value is not $N$. The defect has a simple form when each $z\varphi_i$ lies in the basis. The middle member of (15) is then $2\langle z\varphi_i|h-\varepsilon_i|z\varphi_i\rangle$. With $\int2z\varphi\,\partial_z\varphi=\int z\,\partial_z\varphi^2=-1$, integration by parts gives, for $T=-\tfrac12\nabla^2$, $\langle z\varphi|T|z\varphi\rangle=\tfrac12\int(\varphi^2+2z\varphi\,\partial_z\varphi+z^2|\nabla\varphi|^2)=\tfrac12\int z^2|\nabla\varphi|^2$ and $\langle z^2\varphi|T\varphi\rangle=\tfrac12\int(2z\varphi\,\partial_z\varphi+z^2|\nabla\varphi|^2)=-\tfrac12+\tfrac12\int z^2|\nabla\varphi|^2$. The first exceeds the second by $\tfrac12$, the potential terms are equal, and therefore

$$4d^T\Delta d=N+4\sum_i\langle z^2\varphi_i|(h-\varepsilon_i)\varphi_i\rangle . \tag{16}$$

The residual $(h-\varepsilon_i)\varphi_i$ is orthogonal to the basis, so the defect measures the part of $z^2\varphi_i$ outside it. In full linear response with a kernel of the form (1) and a multiplicative $v$, a correctly evaluated sum over all states that differs from $N$ thus points to the basis and not to the kernel.

The velocity form behaves in the same way. Let $g_{ia}=\langle\varphi_i|\partial_z|\varphi_a\rangle$. The matrix element of $[h,z]=-\partial_z$ is $(\varepsilon_i-\varepsilon_a)d_{ia}=-g_{ia}$, so $g=\Delta d$ in a complete basis. The second homogeneous equation gives $\Delta^{-1}(X+Y)=(X-Y)/\omega_I$, hence $d^T(X+Y)=g^T(X-Y)/\omega_I$. Substituting this for both factors in (12), or for one, defines

$$f_I^{V}=\frac{4\,[g^T(X_I-Y_I)]^2}{\omega_I},\qquad f_I^{M}=4\,[d^T(X_I+Y_I)]\,[g^T(X_I-Y_I)] , \tag{17}$$

which equal $f_I$ state by state in a complete basis. In a finite basis $g\neq\Delta d$, but (11) still gives $f^V_I=4(g^T\Delta^{-1/2}F_I)^2$ and $f^M_I=4(d^T\Delta^{1/2}F_I)(g^T\Delta^{-1/2}F_I)$, with sums $4g^T\Delta^{-1}g$ and $4d^Tg$. Neither contains $K$.

The Tamm–Dancoff approximation sets $B=0$ in (5) and keeps $A=\Delta+2K$; in (4) this deletes the term $2Kc^*$. The two rows of (5) decouple, $x=(A-\omega)^{-1}d$ and $y=(A+\omega)^{-1}d$. With the orthonormal eigenvectors $AX_I=\omega_IX_I$,

$$\alpha^{\rm TDA}(\omega)=2\sum_I(d^TX_I)^2\Big[\frac1{\omega_I-\omega}+\frac1{\omega_I+\omega}\Big]=\sum_I\frac{4\omega_I\,(d^TX_I)^2}{\omega_I^2-\omega^2}, \tag{18}$$

so $f_I^{\rm TDA}=4\omega_I(d^TX_I)^2$, which is (12) with $Y=0$. The vectors $X_I$ carry no factor $\omega_I^{-1/2}$, the prefactor survives, and the sum rebuilds $A=\sum_I\omega_IX_IX_I^T$ in place of the unit matrix:

$$\sum_If_I^{\rm TDA}=4\,d^TA\,d=4\,d^T\Delta\,d+8\,d^TK\,d . \tag{19}$$

In the language of (14), $i\dot c=Ac+E\,d$ splits into $\dot Q=AP$ and $\dot P=-AQ-E\,d$. Half of the kernel has been removed from the springs, which become $\Delta+2K$, and has been put into the inverse mass, which becomes $\Delta+2K$ as well. The induced potential now responds to $P$, a pure phase of the orbitals that leaves the density unchanged, and this no functional of the instantaneous density can do. A consequence for the static polarizability is $\alpha^{\rm TDA}(0)=4d^T(\Delta+2K)^{-1}d$, the full result for a kernel of half the strength.

The excess in (19) is a real-space integral. By (3), $d^TKd=\iint\rho f\rho$ with $\rho=\sum_{ia}d_{ia}\varphi_i\varphi_a$. If $z\varphi_i$ lies in the basis, $\sum_ad_{ia}\varphi_a=z\varphi_i-\sum_jz_{ij}\varphi_j$, and with $\sum_i\varphi_i^2=n/2$,

$$\rho(\mathbf r)=\tfrac12\,z\,n(\mathbf r)-\sum_{ij}z_{ij}\,\varphi_i\varphi_j,\qquad \sum_If_I^{\rm TDA}-\sum_If_I=8\iint\rho(\mathbf r)f(\mathbf r,\mathbf r')\rho(\mathbf r')\,d^3r\,d^3r' . \tag{20}$$

A shift of origin $z\to z+z_0$ adds $z_0n/2-z_0\sum_i\varphi_i^2=0$ to $\rho$, so the excess does not depend on the origin. The function $\rho$ is not zero, since $\int z\rho=d^Td>0$. The Hartree part of (20) is $8\int(4\pi/k^2)|\tilde\rho(\mathbf k)|^2d^3k/(2\pi)^3$ and is therefore strictly positive. In the adiabatic local-density approximation (ALDA) the other part is $8\int\rho^2f_{xc}(n)\,d^3r$; its exchange term comes from the energy density $-\tfrac34(3/\pi)^{1/3}n^{4/3}$, whose second derivative $-\tfrac13(3/\pi)^{1/3}n^{-2/3}$ is negative everywhere. The sign of the total is not fixed by a general argument, and the excess vanishes if and only if $d^TKd=0$. One case where the sign is certain is two electrons in one orbital with exchange treated exactly as a density functional: $E_H=2(\varphi\varphi|\varphi\varphi)$ and $E_x=-(\varphi\varphi|\varphi\varphi)=-E_H/2$, so $f=1/(2|\mathbf r-\mathbf r'|)$, $\rho=(z-z_{11})n/2$, and the excess is the positive Coulomb integral of $(z-z_{11})n$ with itself. Equation (20) contains only ground-state quantities and does not tend to zero as the basis grows.

In full linear response the sum of the strengths is fixed by the Kohn–Sham orbitals and their energies, whatever the instantaneous density kernel, while the Tamm–Dancoff length sum differs from it by $8\,d^TKd$. What remains is to treat the Tamm–Dancoff velocity and mixed forms, to see what exact exchange and other departures from the assumptions change, and to check the results numerically on beryllium.
